# Outcomes and correlations in the singlet of two equal spins: verification in Python

```python
"""Singlet |S> of two equal spins j (units of hbar).
Result under test:
  common axis n: P(m, m') = 1/(2j+1) if m' = -m, otherwise 0;
  axes a, b:     <S|(a.J1)(b.J2)|S> = -j(j+1) a.b / 3.
J1, J2 are the spin operators, m and m' the outcomes for spins 1 and 2,
and a, b, n are real unit vectors. The singlet is found by diagonalizing
the total J^2; probabilities come from eigenvectors of the measured spins.
"""
import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def spin_matrices(j):
    """Return m = j, ..., -j and the matrices Jx, Jy, Jz in that order."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    jx = (raising + lowering) / 2
    jy = (raising - lowering) / 2j
    return m, np.array([jx, jy, np.diag(m)], dtype=complex)


def along(axis, spin):
    return np.einsum("i,ijk->jk", axis, spin)


def total_components(spin):
    one = np.eye(spin.shape[1])
    return [np.kron(s, one) + np.kron(one, s) for s in spin]


def find_singlet(spin):
    """Null vector of the total J^2, and the two lowest eigenvalues."""
    total_squared = sum(t @ t for t in total_components(spin))
    values, vectors = np.linalg.eigh(total_squared)
    return vectors[:, 0], values[:2]


def joint_probabilities(state, spin, axis1, axis2):
    """P[m, m'] with outcomes ordered from j down to -j."""
    d = spin.shape[1]
    v1 = np.linalg.eigh(along(axis1, spin))[1][:, ::-1]
    v2 = np.linalg.eigh(along(axis2, spin))[1][:, ::-1]
    amplitude = v1.conj().T @ state.reshape(d, d) @ v2.conj()
    return np.abs(amplitude) ** 2


def random_axis(rng):
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


rng = np.random.default_rng(7)
TOL = 1e-10

for twice_j in range(1, 8):
    j = twice_j / 2
    m, spin = spin_matrices(j)
    d = len(m)
    singlet, lowest = find_singlet(spin)

    # one and only one state of total spin zero
    assert abs(lowest[0]) < TOL and lowest[1] > 1.9
    # every component of the total spin annihilates it
    for component in total_components(spin):
        assert np.linalg.norm(component @ singlet) < 1e-7

    # alternating coefficients, against the null vector and exact CG values
    signs = (-1.0) ** np.arange(d)
    formula = np.fliplr(np.diag(signs / np.sqrt(d))).ravel()
    assert abs(abs(np.vdot(formula, singlet)) - 1) < TOL
    jr = Rational(twice_j, 2)
    for k in range(d):
        cg = float(clebsch_gordan(jr, jr, 0, jr - k, k - jr, 0))
        assert abs(cg - signs[k] / np.sqrt(d)) < TOL

    # spin 1 alone is unpolarized
    matrix = singlet.reshape(d, d)
    assert np.allclose(matrix @ matrix.conj().T, np.eye(d) / d, atol=TOL)

    for _ in range(5):
        a, b = random_axis(rng), random_axis(rng)
        ja, jb = along(a, spin), along(b, spin)
        expected = -j * (j + 1) * (a @ b) / 3

        # common axis: only opposite outcomes, all equally likely
        same = joint_probabilities(singlet, spin, a, a)
        assert np.allclose(same, np.fliplr(np.eye(d)) / d, atol=TOL)

        # operator mean, and mean product of measured outcomes
        operator_mean = np.vdot(singlet, np.kron(ja, jb) @ singlet)
        p = joint_probabilities(singlet, spin, a, b)
        assert abs(operator_mean - expected) < TOL
        assert abs(m @ p @ m - expected) < TOL

        # both operators moved to spin 1
        moved = -np.vdot(singlet, np.kron(ja @ jb, np.eye(d)) @ singlet)
        assert abs(operator_mean - moved) < TOL

        # trace identity
        trace = np.trace(ja @ jb)
        assert abs(trace - d * j * (j + 1) * (a @ b) / 3) < 1e-9

        # mean of spin 2 along b, given outcome m of spin 1 along a
        conditional = (p @ m) / p.sum(axis=1)
        assert np.allclose(conditional, -m * (a @ b), atol=1e-9)

        # correlation coefficient from the outcome distribution
        p1, p2 = p.sum(axis=1), p.sum(axis=0)
        covariance = m @ p @ m - (p1 @ m) * (p2 @ m)
        var1 = p1 @ m**2 - (p1 @ m) ** 2
        var2 = p2 @ m**2 - (p2 @ m) ** 2
        assert abs(covariance / np.sqrt(var1 * var2) + a @ b) < 1e-9

# Worked example: j = 3/2, axes 60 degrees apart
j = 1.5
angle_deg = 60.0
theta = np.radians(angle_deg)
a = np.array([0.0, 0.0, 1.0])
b = np.array([np.sin(theta), 0.0, np.cos(theta)])
m, spin = spin_matrices(j)
singlet, _ = find_singlet(spin)
p = joint_probabilities(singlet, spin, a, b)
same = joint_probabilities(singlet, spin, b, b)
mean_product = m @ p @ m
variance = p.sum(axis=1) @ m**2
variance2 = p.sum(axis=0) @ m**2
correlation = mean_product / np.sqrt(variance * variance2)
assert abs(mean_product + j * (j + 1) * np.cos(theta) / 3) < TOL

print(f"spin quantum number j = {j:.1f}")
print(f"angle between a and b = {angle_deg:.0f} degrees")
print(f"a.b = {a @ b:.4f}")
print("joint probabilities, m along a (rows), m' along b (columns)")
print("columns m' (hbar): " + "  ".join(f"{x:+.1f}" for x in m))
for outcome, row in zip(m, p):
    print(f"m = {outcome:+.1f} hbar: " + "  ".join(f"{x:.5f}" for x in row))
print(f"sum of all joint probabilities = {p.sum():.5f}")
for outcome, row in zip(m, p):
    mean2 = row @ m / row.sum()
    print(f"mean of b.J2 given m = {outcome:+.1f}: {mean2:+.4f} hbar")
print(f"mean of (a.J1)(b.J2) = {mean_product:.4f} hbar^2")
print(f"variance of a.J1 = {variance:.4f} hbar^2")
print(f"correlation coefficient = {correlation:.4f}")
opposite = np.fliplr(same).diagonal()
print("both along b, probabilities of the pairs (m, -m): "
      + "  ".join(f"{x:.4f}" for x in opposite))
print(f"both along b, total for opposite outcomes = {opposite.sum():.4f}")
print(f"both along b, mean product = {m @ same @ m:.4f} hbar^2")

for other_j in (0.5, 1.0, 1.5, 2.0):
    mo, so = spin_matrices(other_j)
    state, _ = find_singlet(so)
    po = joint_probabilities(state, so, a, b)
    print(f"mean product at 60 degrees, j = {other_j:.1f}: "
          f"{mo @ po @ mo:.4f} hbar^2")

# Contrast: two spins 1/2 with total spin 1 and M = 0
mh, sh = spin_matrices(0.5)
triplet = np.array([0.0, 1.0, 1.0, 0.0]) / np.sqrt(2)
total_squared = sum(t @ t for t in total_components(sh))
assert np.allclose(total_squared @ triplet, 2 * triplet, atol=TOL)
chance = {}
for name, axis in (("z", a), ("x", np.array([1.0, 0.0, 0.0]))):
    pt = joint_probabilities(triplet, sh, axis, axis)
    chance[name] = np.fliplr(pt).trace()
    print(f"total spin 1, M = 0, both along {name}: "
          f"probability of opposite outcomes = {chance[name]:.4f}")
assert abs(chance["z"] - 1) < TOL and abs(chance["x"]) < TOL

print("every check passed")
```

Printed output:

```
spin quantum number j = 1.5
angle between a and b = 60 degrees
a.b = 0.5000
joint probabilities, m along a (rows), m' along b (columns)
columns m' (hbar): +1.5  +0.5  -0.5  -1.5
m = +1.5 hbar: 0.00391  0.03516  0.10547  0.10547
m = +0.5 hbar: 0.03516  0.09766  0.01172  0.10547
m = -0.5 hbar: 0.10547  0.01172  0.09766  0.03516
m = -1.5 hbar: 0.10547  0.10547  0.03516  0.00391
sum of all joint probabilities = 1.00000
mean of b.J2 given m = +1.5: -0.7500 hbar
mean of b.J2 given m = +0.5: -0.2500 hbar
mean of b.J2 given m = -0.5: +0.2500 hbar
mean of b.J2 given m = -1.5: +0.7500 hbar
mean of (a.J1)(b.J2) = -0.6250 hbar^2
variance of a.J1 = 1.2500 hbar^2
correlation coefficient = -0.5000
both along b, probabilities of the pairs (m, -m): 0.2500  0.2500  0.2500  0.2500
both along b, total for opposite outcomes = 1.0000
both along b, mean product = -1.2500 hbar^2
mean product at 60 degrees, j = 0.5: -0.1250 hbar^2
mean product at 60 degrees, j = 1.0: -0.3333 hbar^2
mean product at 60 degrees, j = 1.5: -0.6250 hbar^2
mean product at 60 degrees, j = 2.0: -1.0000 hbar^2
total spin 1, M = 0, both along z: probability of opposite outcomes = 1.0000
total spin 1, M = 0, both along x: probability of opposite outcomes = 0.0000
every check passed
```
